# Third-order energy and static hyperpolarizability from first-order orbitals, part 1

(Sections cited here and not found follow in the second part.)

## From a two-state bond to the first-order response of a mean field

Consider one electron in a polar bond with two states. Without a field their energies are \(0\) and \(\Delta>0\). A uniform static field \(F\) along the bond adds the potential energy \(Fx\), in atomic units, because the electron has charge \(-1\). Let the mean position be \(a\) in the lower state and \(b\) in the upper state, and let \(t\) be the matrix element of \(x\) between them, taken real. The Hamiltonian is

\[
H=\begin{pmatrix} Fa & Ft\\ Ft & \Delta+Fb\end{pmatrix}.
\]

Write the eigenvector that grows out of the lower state as \((1,c)\), with the first component held at one. The two rows of the eigenvalue equation are

\[
E=Fa+Ft\,c,\qquad Ft+(\Delta+Fb)\,c=E\,c .
\]

Put \(c=Fc_1+F^2c_2+\dots\) into the second row. The terms of order \(F\) give \(t+\Delta c_1=0\), so \(c_1=-t/\Delta\). In the terms of order \(F^2\) the energy enters through its first-order part \(Fa\), and they give \(\Delta c_2+bc_1=ac_1\). Hence

\[
c_2=-\frac{(b-a)\,c_1}{\Delta}=\frac{t(b-a)}{\Delta^2}.
\]

The first row now gives the energy order by order. With \(E=E_0+E_1F+E_2F^2+E_3F^3+\dots\),

\[
E_1=a,\qquad E_2=tc_1=-\frac{t^2}{\Delta},\qquad E_3=tc_2=\frac{t^2(b-a)}{\Delta^2}.
\]

By this road the third-order energy needs the second-order amplitude \(c_2\). There is another road. Take the vector \((1,Fc_1+F^2d)\), where \(d\) is any number, and compute its mean energy, which is the expectation value of \(H\) divided by the squared length:

\[
\mathcal E=\frac{Fa+2Ft(Fc_1+F^2d)+(\Delta+Fb)(Fc_1+F^2d)^2}{1+(Fc_1+F^2d)^2}.
\]

To order \(F^3\) the denominator is \(1+F^2c_1^2+2F^3c_1d\). Since the numerator starts at order \(F\), only the part \(1-F^2c_1^2\) of the inverse matters, and it acts on the term \(Fa\). Collecting powers,

\[
\mathcal E=Fa+F^2\left(2tc_1+\Delta c_1^2\right)+F^3\left[(b-a)c_1^2+2d\,(t+\Delta c_1)\right]+O(F^4).
\]

The number \(d\) is multiplied by \(t+\Delta c_1\), which is zero by the first-order equation. The third-order energy is therefore \((b-a)c_1^2=t^2(b-a)/\Delta^2\), the same as before, whatever second-order amplitude is used, including none.

The result also shows what the third-order energy measures. The factor \(c_1^2\) is the population that the field lifts into the upper state, per unit of \(F^2\), and \(b-a\) is the distance by which the mean position of the electron differs there. If the two states have the same mean position, as they must when the bond has a centre of inversion and each state has a definite parity, \(E_3\) vanishes. The expansion requires \(|Ft|\) and \(|F(b-a)|\) to be small compared with \(\Delta\). It fails when the two levels come together.

The same cancellation holds for any number of states. Let \(H_0\psi_0=\varepsilon_0\psi_0\) with \(\varepsilon_0\) nondegenerate, let the perturbation be \(FV\), and expand the perturbed state as \(\psi_0+F\psi_1+F^2\psi_2+\dots\). Fix its overlap with \(\psi_0\) at one, so that \(\langle\psi_0|\psi_k\rangle=0\) for \(k\ge1\). The Schrödinger equation at first and second order reads

\[
(H_0-\varepsilon_0)\psi_1=-(V-E_1)\psi_0,\qquad
(H_0-\varepsilon_0)\psi_2=-(V-E_1)\psi_1+E_2\psi_0 .
\]

At third order, the product with \(\psi_0\) leaves \(E_3=\langle\psi_0|V|\psi_2\rangle\), because all other terms contain \(\langle\psi_0|\psi_k\rangle\) or \(H_0-\varepsilon_0\) acting on \(\psi_0\). Since \(\langle\psi_0|\psi_2\rangle=0\), \(V\) may be replaced by \(V-E_1\). The first-order equation, read from the left, says \(\langle\psi_0|(V-E_1)=-\langle\psi_1|(H_0-\varepsilon_0)\). The second-order equation then removes \(\psi_2\):

\[
E_3=-\langle\psi_1|(H_0-\varepsilon_0)|\psi_2\rangle
=\langle\psi_1|(V-E_1)|\psi_1\rangle-E_2\langle\psi_1|\psi_0\rangle
=\langle\psi_1|(V-E_1)|\psi_1\rangle .
\]

In the two-state bond \(\psi_1\) has the single component \(c_1\), and this expression is \((b-a)c_1^2\).

This derivation used a linear Schrödinger equation, in which \(H\) does not depend on \(\psi\). A first-principles calculation of a permittivity can instead use a mean field, in which the potential acting on each electron depends on the density of all of them. When the field moves the electrons, the potential moves too, and the formula just found is incomplete. What carries over is the reason behind it, namely that the energy is stationary.

Take \(2M\) electrons in \(M\) doubly occupied real orbitals \(\psi_i\), and let the nuclei be fixed. The electronic energy in the field is

\[
E=2\sum_i\langle\psi_i|\,T+v+Fx\,|\psi_i\rangle+G[n],\qquad n=2\sum_i\psi_i^2 .
\]

Here \(T\) is the kinetic energy, \(v\) is the attraction of the nuclei, and \(G\) contains the mean Coulomb repulsion of the electrons and an exchange-correlation energy that depends on the density \(n\). The energy is to be made stationary over orthonormal orbitals. Without a field the solution is the minimum. In a uniform field an electron could in principle escape to where \(Fx\) is very negative, so the solution meant here is the bound one that grows out of the state without a field. Without the field the minimum satisfies

\[
h_0\psi_i=\varepsilon_i\psi_i,\qquad h_0=T+v+G'(x),
\]

where \(G'(x)\) is the functional derivative of \(G\) at the density \(n_0\) without a field. Its second and third functional derivatives at \(n_0\) are written \(G''(x,x')\) and \(G'''(x,x',x'')\). The occupied levels are assumed to lie below the unoccupied ones by a finite gap, \(G\) is assumed smooth around \(n_0\), and the unit is finite, so that \(x\) is a legitimate operator. In an infinite periodic solid \(x\) is not compatible with periodic orbitals, and the field must be coupled through the polarization instead.

The orthonormality condition is a nuisance in an expansion, and it can be built into the variables. The energy depends on the space spanned by the occupied orbitals and not on the basis chosen in that space, because a rotation among doubly occupied orbitals changes neither the density nor the sum over \(T\). For a weak field the occupied space is close to the one without a field. The matrix of overlaps between old and new orbitals is then invertible, and multiplying the new orbitals by its inverse gives a basis of the form

\[
\varphi_i=\psi_i+w_i,\qquad \langle\psi_j|w_i\rangle=0\quad\text{for all occupied } i,j .
\]

The functions \(w_i\) lie in the unoccupied space and are otherwise free. The \(\varphi_i\) are not orthonormal. Their overlap matrix is \(S_{ij}=\delta_{ij}+\langle w_i|w_j\rangle\), since the cross terms vanish. The functions \(\sum_i\varphi_i(S^{-1/2})_{ik}\) are orthonormal and span the same space, so the density matrix of the electrons is

\[
\rho=2\sum_{ij}|\varphi_i\rangle\,(S^{-1})_{ij}\,\langle\varphi_j| ,
\]

and the energy is \(\mathcal E(w;F)=\mathrm{Tr}[(T+v+Fx)\rho]+G[n]\), with \(n\) the diagonal of \(\rho\). This is a smooth function of unconstrained variables.

Let \(w(F)\) be the true solution in the field, where \(w\) without an index stands for the whole set. It satisfies \(\partial\mathcal E/\partial w=0\). Expand it as \(w_i(F)=Fu_i+O(F^2)\); the \(u_i\) are the first-order orbitals. Now use \(Fu\) as a trial solution. It differs from the true one by \(\delta=Fu-w(F)\), which is of order \(F^2\). A Taylor expansion around the true solution has no linear term, so

\[
\mathcal E(Fu;F)-E(F)=\tfrac12\,\delta\cdot\frac{\partial^2\mathcal E}{\partial w^2}\cdot\delta+O(\delta^3)=O(F^4).
\]

The trial energy thus agrees with the true energy through order \(F^3\). The argument extends at once: a solution correct through order \(F^m\) has an error of order \(F^{m+1}\), its energy an error of order \(F^{2m+2}\), and the energy is correct through order \(2m+1\). It also shows where first-order orbitals stop being enough. At order \(F^4\) the error of the trial solution enters the energy, and the fourth-order coefficient cannot simply be read off from the trial energy.

To use the result, the density matrix of the trial solution is needed through order \(F^3\). Define the overlaps of the first-order orbitals by \(s_{ij}=\langle u_i|u_j\rangle\). Then \(S=1+F^2s\) and \(S^{-1}=1-F^2s+O(F^4)\), so

\[
\rho=2\sum_{ij}|\psi_i+Fu_i\rangle\left(\delta_{ij}-F^2s_{ij}\right)\langle\psi_j+Fu_j|+O(F^4).
\]

Multiplying out and collecting powers gives \(\rho=\rho_0+F\rho_1+F^2\rho_2+F^3\rho_3+\dots\) with

\[
\rho_1=2\sum_i\left(|u_i\rangle\langle\psi_i|+|\psi_i\rangle\langle u_i|\right),
\]
\[
\rho_2=2\sum_i|u_i\rangle\langle u_i|-2\sum_{ij}s_{ij}|\psi_i\rangle\langle\psi_j| ,
\]
\[
\rho_3=-2\sum_{ij}s_{ij}\left(|u_i\rangle\langle\psi_j|+|\psi_i\rangle\langle u_j|\right).
\]

The diagonals of these matrices are the densities \(n_1\), \(n_2\) and \(n_3\) of the trial solution; in particular \(n_1=4\sum_i\psi_iu_i\). The first part of \(\rho_2\) is charge placed in the unoccupied space. The second part is the charge withdrawn from the original orbitals to pay for it: the trace of \(\rho_2\) is \(2\sum_is_{ii}-2\sum_is_{ii}=0\). The density \(n_2\) is not the true second-order density, which also contains the second-order orbitals.

The first-order orbitals follow from the energy at order \(F^2\). The interaction energy contributes \(\int G'n_2+\tfrac12\iint G''n_1n_1\) at this order. The term with \(G'\) joins \(T+v\) to form \(h_0\), and

\[
\mathcal E_2=\mathrm{Tr}(h_0\rho_2)+\mathrm{Tr}(x\rho_1)+\tfrac12\iint G''n_1n_1 .
\]

In the first trace, \(\langle\psi_j|h_0|\psi_i\rangle=\varepsilon_i\delta_{ij}\) reduces the double sum to a single one. Hence

\[
\mathcal E_2=2\sum_i\langle u_i|h_0-\varepsilon_i|u_i\rangle+4\sum_i\langle u_i|x|\psi_i\rangle+\tfrac12\iint G''n_1n_1 .
\]

For \(w=Fu+O(F^2)\), the condition \(\partial\mathcal E/\partial w=0\) at its lowest nonvanishing order, which is order \(F\), says that \(\mathcal E_2\) is stationary in \(u\). Change \(u_i\) by \(\eta_i\) within the unoccupied space. The density \(n_1\) changes by \(4\sum_i\psi_i\eta_i\), and the change of \(\mathcal E_2\) is

\[
4\sum_i\langle\eta_i|\,(h_0-\varepsilon_i)u_i+h_1\psi_i\rangle,\qquad
h_1(x)=x+\int G''(x,x')\,n_1(x')\,dx' .
\]

It must vanish for every allowed \(\eta_i\). With \(Q\) the projector on the unoccupied space, this means

\[
(h_0-\varepsilon_i)\,u_i=-Q\,h_1\psi_i .
\]

The potential \(h_1\) is the applied perturbation together with the response of the mean field to the displaced charge. Because it contains \(n_1\), the equations for the different orbitals are coupled and are solved together. On the unoccupied space \(h_0-\varepsilon_i\) is positive when there is a gap, so it can be inverted there without finding a single excited state. For the coupled equations to have a unique solution, the second variation of the energy must also be nonsingular; a mean field on the verge of an instability violates this even when its levels have a gap.

The second-order energy simplifies at the solution. In \(\mathcal E_2\) the term with \(x\) is linear in \(u\) and equals \(\int x\,n_1\), while the other two are quadratic. Scaling \(u\) by a factor \(\lambda\) gives \(\lambda\int xn_1+\lambda^2A\), with \(A\) the quadratic part. This is stationary at \(\lambda=1\), so \(\int xn_1+2A=0\), and

\[
E_2=\tfrac12\int x\,n_1(x)\,dx .
\]

The first-order orbitals of the mean field are now determined by a set of coupled equations, and the trial energy built from them is correct through order \(F^3\). It remains to collect the terms of that order into a formula for \(E_3\) and to obtain the nonlinear susceptibility from it.
